# Where dissolved oxidant goes after sudden evacuation of a growing oxide: test program

```python
"""
Result under test: oxidant dissolved in an oxide film during diffusion-limited
growth has the profile C*(1-x/L). After ideal sudden evacuation one third of it
reaches the absorbing silicon interface (x=L), two thirds leaves at x=0.
Symbols: D diffusivity, C* dissolved concentration in equilibrium with the gas,
L film thickness, N oxidant molecules used per volume of oxide grown,
k interface reaction velocity, h outer exchange velocity,
a = D/(k L), b = D/(h L), eps = C*/N, tp = time constant of pumping.
Scaled units in the tests: length L, time L^2/D, concentration C*.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf


# ---------- derived formulas ----------
def interface_share(a=0.0, b=0.0, tp=0.0):
    """Interface arrivals divided by the initially dissolved amount."""
    ideal = (b + (1 + 3*a) / (3*(1 + 2*a))) / (1 + a + b)
    store = (0.5 + a) / (1 + a + b)
    return ideal + tp / (1 + a + b) / store


modes = np.arange(1, 401)
signs = (-1.0)**(modes + 1)


def interface_flux(t):
    return 2*np.sum(signs*np.exp(-(modes*np.pi)**2*t))


def interface_total(t):
    return 1/6 - 2*np.sum(signs*np.exp(-(modes*np.pi)**2*t)/(modes*np.pi)**2)


def outer_total(t):
    return 1/3 - 2*np.sum(np.exp(-(modes*np.pi)**2*t)/(modes*np.pi)**2)


# ---------- finite-volume time integration, fixed film ----------
def drain(a=0.0, b=0.0, tp=0.0, times=(15.0,), n=100):
    """Start from the discrete steady state, evacuate, count both exits."""
    dx = 1.0/n
    g_out, g_in = 1/(dx/2 + b), 1/(dx/2 + a)
    matrix = np.zeros((n + 2, n + 2))
    for i in range(n - 1):
        matrix[i, i] -= 1/dx**2
        matrix[i, i + 1] += 1/dx**2
        matrix[i + 1, i + 1] -= 1/dx**2
        matrix[i + 1, i] += 1/dx**2
    matrix[0, 0] -= g_out/dx
    matrix[n - 1, n - 1] -= g_in/dx
    matrix[n, n - 1] = g_in        # counter: arrivals at silicon
    matrix[n + 1, 0] = g_out       # counter: net escape to the gas
    source = np.zeros(n + 2)
    source[0], source[n + 1] = g_out/dx, -g_out
    start = np.zeros(n + 2)
    start[:n] = np.linalg.solve(matrix[:n, :n], -source[:n])

    def rate(t, y):
        gas = np.exp(-t/tp) if tp > 0 else 0.0
        return matrix @ y + source*gas

    sol = solve_ivp(rate, (0, times[-1]), start, method="BDF", jac=matrix,
                    t_eval=times, rtol=1e-7, atol=1e-10)
    assert sol.success
    return start[:n].sum()*dx, sol.y[n], sol.y[n + 1], g_in*sol.y[n - 1]


store, arrived, escaped, flux = drain(times=(0.02, 0.05, 0.1, 0.3, 15.0))
assert abs(store - 0.5) < 1e-6
numeric_third = arrived[-1]/store
numeric_two_thirds = escaped[-1]/store
assert abs(numeric_third - 1/3) < 1e-4      # grid error of order dx^2
assert abs(numeric_two_thirds - 2/3) < 1e-4
for j, t in enumerate((0.02, 0.05, 0.1, 0.3)):
    assert abs(arrived[j] - interface_total(t)) < 2e-4
    assert abs(escaped[j] - outer_total(t)) < 2e-4
    assert abs(flux[j] - interface_flux(t)) < 1e-3

for a, b, tp in ((0.05, 0, 0), (1, 0, 0), (0, 0.2, 0), (1, 0.5, 0),
                 (0, 0, 0.15), (0.05, 0, 0.015)):
    store, arrived, escaped, flux = drain(a, b, tp)
    assert abs(arrived[-1]/store - interface_share(a, b, tp)) < 1e-4

# ---------- random walk of single molecules ----------
rng = np.random.default_rng(7)
walkers, sites = 200000, 10


def walk(start):
    """Brownian path seen at lattice crossings; returns share ending at x=L."""
    # random rounding has the exact exit probabilities of the starting cell
    place = np.floor(start*sites + rng.random(start.size)).astype(int)
    hits = 0
    while place.size:
        hits += np.count_nonzero(place == sites)
        place = place[(place > 0) & (place < sites)]
        place = place + 2*rng.integers(0, 2, place.size) - 1
    return hits/start.size


walk_linear = walk(1 - np.sqrt(1 - rng.random(walkers)))
walk_uniform = walk(rng.random(walkers))
assert abs(walk_linear - 1/3) < 0.005       # more than four standard errors
assert abs(walk_uniform - 1/2) < 0.005


# ---------- moving interface ----------
def growth_lambda(eps):
    return brentq(lambda s: np.sqrt(np.pi)*s*np.exp(s*s)*erf(s) - eps, 1e-9, 3)


def growth_profile(u, lam):
    return 1 - erf(lam*u)/erf(lam)


def moving_share(eps):
    """Share from the exact first-moment law and the similarity profile."""
    lam = growth_lambda(eps)
    m0 = quad(lambda u: growth_profile(u, lam), 0, 1)[0]
    m1 = quad(lambda u: u*growth_profile(u, lam), 0, 1)[0]
    return 2*m1/(1 + np.sqrt(1 + 2*eps*m1))/m0


def moving_film(eps, gas, t_end, n=100):
    """Finite volumes that stretch with the film; returns thickness, store."""
    dx = 1.0/n
    centre = (np.arange(n) + 0.5)*dx
    face = np.arange(1, n)*dx
    start = np.append(growth_profile(centre, growth_lambda(eps))*dx, 1.0)

    def rate(t, y):
        length = y[n]
        c = y[:n]/(length*dx)
        f = np.empty(n + 1)
        f[0] = (c[0] - gas)/(length*dx/2)
        f[n] = -c[-1]/(length*dx/2)
        speed = -eps*f[n]
        f[1:n] = np.diff(c)/(length*dx) + face*speed*(c[1:] + c[:-1])/2
        return np.append(np.diff(f), speed)

    sol = solve_ivp(rate, (0, t_end), start, method="BDF",
                    rtol=1e-7, atol=1e-10)
    assert sol.success
    return sol.y[n, -1], start[:n].sum()


eps_test = 0.3
grown, _ = moving_film(eps_test, 1.0, 0.5)
assert abs(grown**2 - (1 + 4*growth_lambda(eps_test)**2*0.5)) < 5e-4
final, store = moving_film(eps_test, 0.0, 8.0)
moving_numeric = (final - 1)/eps_test/store
assert abs(moving_numeric - moving_share(eps_test)) < 5e-4
slope = (moving_share(0.01) - 1/3)/0.01
assert abs(slope/(-2/45) - 1) < 0.03        # next order in eps remains
assert abs(4*growth_lambda(1e-3)**2/(2e-3) - 1) < 1e-3   # dL^2/dt = 2 D C*/N

# ---------- worked example: dry oxidation of silicon ----------
T, p = 1373.0, 760.0                 # K, Torr
L_nm = 1000.0
L = L_nm*1e-7                        # cm
D, C, N, k = 1.5e-8, 5e16, 2.2e22, 3e-3   # cm2/s, cm-3, cm-3, cm/s
a = D/(k*L)
eps = C/N
unit_time = L**2/D
B = 2*D*C/N
growth_time = quad(lambda z: N*(z + D/k)/(D*C), 0, L)[0]
assert abs(growth_time/((L**2 + 2*L*D/k)/B) - 1) < 1e-9

t_half_in = brentq(lambda t: interface_total(t) - 1/12, 1e-3, 3)
t_half_out = brentq(lambda t: outer_total(t) - 1/6, 1e-3, 3)
t_99_in = brentq(lambda t: interface_total(t) - 0.99/6, 1e-3, 3)
t_flux = brentq(lambda t: interface_flux(t) - 0.99, 5e-3, 0.5)

b_limit = brentq(lambda b: interface_share(0, b)*3 - 1.01, 0, 1)
h_limit = D/(b_limit*L)
mass = 2*15.999*const.atomic_mass
pressure = p*const.torr
impinging = pressure/np.sqrt(2*np.pi*mass*const.k*T)*1e-4   # cm-2 s-1
entry_limit = h_limit*C/impinging
p_rest = 1e-3                        # Torr
t_rest = unit_time/6*p/p_rest
tp_fast, tp_slow = 0.010, 10.0       # s


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("TESTS (scaled)")
show("interface share, finite volumes", numeric_third, digits=5)
show("outer share, finite volumes", numeric_two_thirds, digits=5)
show("interface share, random walk", walk_linear)
show("same, uniform initial profile", walk_uniform)
show("moving film, C*/N used in test", eps_test)
show("moving film, share simulated", moving_numeric)
show("moving film, share from moment law", moving_share(eps_test))
print("INPUTS (rough typical values)")
show("temperature", T, "K")
show("oxygen pressure", p, "Torr")
show("oxide thickness L", L_nm, "nm")
show("diffusivity D", D, "cm2/s")
show("dissolved concentration C*", C, "cm-3")
show("O2 used per oxide volume N", N, "cm-3")
show("reaction velocity k", k, "cm/s")
print("IDEAL RESULT")
show("parabolic constant B", B*1e8*3600, "um2/h", 3)
show("time to grow film, with finite k", growth_time/3600, "h", 3)
show("dissolved amount C*L/2", C*L/2, "cm-2")
show("reaches silicon C*L/6", C*L/6, "cm-2")
show("escapes C*L/3", C*L/3, "cm-2")
show("added oxide thickness", eps*L_nm/6, "nm", 3)
show("diffusion time L^2/D", unit_time, "s", 3)
show("interface flux down by 1% at", t_flux*unit_time*1e3, "ms", 3)
show("half of outer share gone at", t_half_out*unit_time*1e3, "ms", 3)
show("half of interface share in at", t_half_in*unit_time*1e3, "ms", 3)
show("99% of interface share in at", t_99_in*unit_time*1e3, "ms", 3)
print("NEGLECTED EFFECTS")
show("reaction length D/k", D/k*1e7, "nm", 3)
show("a = D/(kL)", a, digits=3)
for thickness in (1000, 100, 30):
    show(f"interface share with finite k, L = {thickness} nm",
         interface_share(D/(k*thickness*1e-7)))
show("dissolved amount with finite k", C*L*(0.5 + a)/(1 + a), "cm-2")
show("C*/N", eps, digits=3)
show("share shift by moving interface", -2*eps/45, digits=3)
show("b that raises share by 1%", b_limit, digits=3)
show("exchange velocity h at that b", h_limit, "cm/s", 3)
show("O2 impingement rate", impinging, "cm-2 s-1", 3)
show("entry probability at that h", entry_limit, digits=3)
show("limit time L^2/(6D) for pumping", unit_time/6*1e3, "ms", 3)
show("pumping time for 1% excess", unit_time/600*1e3, "ms", 3)
show("fast pumping time constant", tp_fast*1e3, "ms")
show("share, fast pumping, k infinite",
     interface_share(0, 0, tp_fast/unit_time))
show("share, fast pumping, finite k",
     interface_share(a, 0, tp_fast/unit_time))
show("slow pumping time constant", tp_slow, "s")
show("excess / ideal arrivals, slow pumping", 6*tp_slow/unit_time, digits=3)
show("extra oxide from slow pumping",
     eps*L_nm*tp_slow/unit_time, "nm", 3)
show("residual oxygen pressure", p_rest, "Torr")
show("time for residual gas to supply C*L/6", t_rest/3600, "h", 3)
print("finished without a failed check")
```

Output:

```
TESTS (scaled)
interface share, finite volumes: 0.33335
outer share, finite volumes: 0.66665
interface share, random walk: 0.334
same, uniform initial profile: 0.5
moving film, C*/N used in test: 0.3
moving film, share simulated: 0.3212
moving film, share from moment law: 0.3212
INPUTS (rough typical values)
temperature: 1373 K
oxygen pressure: 760 Torr
oxide thickness L: 1000 nm
diffusivity D: 1.5e-08 cm2/s
dissolved concentration C*: 5e+16 cm-3
O2 used per oxide volume N: 2.2e+22 cm-3
reaction velocity k: 0.003 cm/s
IDEAL RESULT
parabolic constant B: 0.0245 um2/h
time to grow film, with finite k: 44.8 h
dissolved amount C*L/2: 2.5e+12 cm-2
reaches silicon C*L/6: 8.333e+11 cm-2
escapes C*L/3: 1.667e+12 cm-2
added oxide thickness: 0.000379 nm
diffusion time L^2/D: 0.667 s
interface flux down by 1% at: 26.3 ms
half of outer share gone at: 20.4 ms
half of interface share in at: 58.8 ms
99% of interface share in at: 324 ms
NEGLECTED EFFECTS
reaction length D/k: 50 nm
a = D/(kL): 0.05
interface share with finite k, L = 1000 nm: 0.3319
interface share with finite k, L = 100 nm: 0.2778
interface share with finite k, L = 30 nm: 0.1731
dissolved amount with finite k: 2.619e+12 cm-2
C*/N: 2.27e-06
share shift by moving interface: -1.01e-07
b that raises share by 1%: 0.00503
exchange velocity h at that b: 0.0298 cm/s
O2 impingement rate: 1.27e+23 cm-2 s-1
entry probability at that h: 1.17e-08
limit time L^2/(6D) for pumping: 111 ms
pumping time for 1% excess: 1.11 ms
fast pumping time constant: 10 ms
share, fast pumping, k infinite: 0.3633
share, fast pumping, finite k: 0.3592
slow pumping time constant: 10 s
excess / ideal arrivals, slow pumping: 90
extra oxide from slow pumping: 0.0341 nm
residual oxygen pressure: 0.001 Torr
time for residual gas to supply C*L/6: 23.5 h
finished without a failed check
```
